# Electron spill-out from a metal slab in a sawtooth field

## The situation

A metal slab is simulated in a periodically repeated cell, with vacuum on both sides and an electric field along the surface normal $z$. A uniform field has a potential that falls without end, which a periodic cell cannot hold. The applied potential is therefore a sawtooth: it falls linearly across the cell and jumps back up at a plane in the vacuum.

Just before the jump, the electron's potential energy has a minimum that exists only because of the cell. If this minimum is deep enough, the ground state of the calculation moves electrons from the metal into it. How far may it lie from the surface before this happens, for a work function $W=4.5$ eV and a field of 2 V/nm?

Energies are measured from the Fermi level of the metal. The distance $d$ runs from the electrical surface of the slab, where the linear vacuum potential extrapolates to $W$, to the minimum on the downhill side. It is the vacuum on one side only. The symbol $F$ denotes the downhill slope of the electron's total potential energy in vacuum, so a field of 2 V/nm gives $F=2$ eV/nm.

The model is one-dimensional along $z$, with free motion in the plane. The slab screens fully, its two faces are alike, and the potential is that found before any charge has spilled. There is no image attraction in the vacuum, as is the case with semilocal density functionals.

## Leading order: an electrostatic bound

Outside the downhill face, at distance $z$ from it,

$$V(z)=W-Fz,\qquad 0<z<d,$$

so the minimum has the energy $V(d)=W-Fd$. It reaches the Fermi level at

$$d_0=\frac{W}{F}=\frac{4.5\ \text{eV}}{2\ \text{eV/nm}}=2.25\ \text{nm}.$$

For $d<d_0$ the potential energy is positive everywhere in the vacuum. A state at or below the Fermi level cannot then have a density peak there. To see this, write $H=\hbar^2/2m$ and take a real wave function $\psi$ whose energy of motion along $z$ is $E\le 0$. The Schrödinger equation gives $\psi''=(V-E)\psi/H$, hence

$$(\psi^2)''=2\psi'^2+2\psi\psi''=2\psi'^2+\frac{2(V-E)}{H}\psi^2\ge 0 .$$

The density is convex throughout the vacuum, also across the jump, where $\psi$ and $\psi'$ are continuous. A convex function has its largest value at the ends of the interval, which here are the two metal surfaces. What is found in the vacuum is the ordinary tail of metal states. In-plane motion adds positive energy and does not help a state to get below the Fermi level.

Thus $d<d_0$ is sufficient to prevent spilling at zero temperature within this model. It is not necessary, because an electron in the minimum also needs kinetic energy. The correction below gives the actual onset.

## Which field enters

The slope $F$ belongs to the total potential, and it need not equal the applied slope $E_0$ (also in eV/nm). Let the cell have length $L$ and the slab electrical thickness $t$. The metal's screening charge sits at its faces, so the induced downhill slope has one constant value $s_{\rm in}$ inside the slab and another, $s_{\rm out}$, in the vacuum.

The interior must be flat, so $E_0+s_{\rm in}=0$. The induced potential is periodic, so its slope averages to zero over the cell:

$$t\,s_{\rm in}+(L-t)\,s_{\rm out}=0
\quad\Rightarrow\quad s_{\rm out}=\frac{t}{L-t}E_0 .$$

The vacuum slope is then

$$F=E_0+s_{\rm out}=E_0\frac{L}{L-t}\qquad\text{(no dipole correction)} .$$

A dipole correction adds a second sawtooth that removes $s_{\rm out}$, as for an isolated slab, whose two opposite charge sheets produce no field outside. With it, $F=E_0$.

For $t=1$ nm and $d=2.25$ nm on each side, $L=5.5$ nm. Without the correction $F=2\times5.5/4.5=2.444$ eV/nm. A Fourier solution of the electrostatics of two narrow charge sheets in this cell gives vacuum fields of 2.4444 V/nm without and 2.0000 V/nm with the correction.

For a centred slab $L=t+2d$, and the uncorrected energy drop from surface to minimum is

$$Fd=E_0\frac{t+2d}{2d}\,d=E_0\left(d+\frac t2\right).$$

Setting it equal to $W$ gives

$$d_0=\frac{W}{E_0}-\frac t2=2.25-0.50=1.75\ \text{nm}.$$

The uncorrected bound thus shrinks by half the slab thickness. If $t>2W/E_0$, here 4.5 nm, it is negative, and for a centred slab the electrostatic argument guarantees no safe distance at all. With the jump moved towards the downhill face, $d<W/F$ with $F=E_0L/(L-t)$ still applies. In what follows $F=E_0$ unless stated otherwise.

## The level in the minimum

At onset the lowest level in the minimum lies at the Fermi level, $E=0$. Let $u=d-z$ be the distance from the minimum back towards the slab. There $V=W-Fd+Fu$, and the Schrödinger equation at zero energy is

$$-H\psi''+(W-Fd+Fu)\psi=0
\quad\Rightarrow\quad
\psi''=\frac FH\,(u-u_0)\,\psi,\qquad u_0=d-\frac WF .$$

Define the length $l$ by $l^3=H/F$ and put $q=(u-u_0)/l$. Since $\psi''=l^{-2}\,d^2\psi/dq^2$, the equation becomes

$$\frac{d^2\psi}{dq^2}=q\,\psi .$$

Its solution that decays towards the slab is the Airy function $\mathrm{Ai}(q)$. Dropping the growing solution neglects the slab's influence through the barrier, which is sized below.

At the minimum, $u=0$ and $q=-x$ with

$$x=\frac{u_0}{l}=\frac{Fd-W}{Fl}.$$

On the other side of the jump the potential lies on the uphill side of the next slab. For a centred slab it starts at $W+Fd$, a wall of height $2Fd$ above the minimum. Treated as flat, the wall gives $\psi\propto e^{\kappa u}$ for $u<0$, with $H\kappa^2=W+Fd$. Continuity of $\psi'/\psi$ at $u=0$ requires

$$\frac{\mathrm{Ai}'(-x)}{\mathrm{Ai}(-x)}=\kappa l .$$

## Expansion in the small parameter

The problem contains one dimensionless number,

$$\varepsilon=\frac{Fl}{W}=\frac{(HF^2)^{1/3}}{W},$$

the energy scale of the Airy level divided by the work function. Write $y=Fd/W$. The definition of $x$ gives $y=1+\varepsilon x$. With $H=Fl^3$,

$$(\kappa l)^2=\frac{W(1+y)\,l^2}{Fl^3}=\frac{1+y}{\varepsilon}=\frac{2+\varepsilon x}{\varepsilon}.$$

The onset condition therefore reads

$$\frac{\mathrm{Ai}'(-x)}{\mathrm{Ai}(-x)}=R,\qquad R=\sqrt{\frac{2+\varepsilon x}{\varepsilon}} .$$

For small $\varepsilon$ the right side is large, so $\mathrm{Ai}(-x)$ must be near a zero. The lowest level belongs to the first one, $\mathrm{Ai}(-a_1)=0$ with $a_1=2.338$. The first correction is $x=a_1$, which is the result for an impenetrable wall:

$$y\approx1+a_1\varepsilon,\qquad d\approx\frac WF+a_1l .$$

To find the effect of the finite wall, put $x=a_1-s$ with small $s$ and expand about the zero. The Airy equation $\mathrm{Ai}''=q\,\mathrm{Ai}$ gives $\mathrm{Ai}''=0$ there. Differentiating it gives $\mathrm{Ai}'''=\mathrm{Ai}+q\,\mathrm{Ai}'$, which is $-a_1\mathrm{Ai}'(-a_1)$ at the zero. Hence

$$\mathrm{Ai}(-a_1+s)=\mathrm{Ai}'(-a_1)\left[s-\frac{a_1s^3}{6}+O(s^4)\right],$$

$$\mathrm{Ai}'(-a_1+s)=\mathrm{Ai}'(-a_1)\left[1-\frac{a_1s^2}{2}+O(s^3)\right].$$

Their ratio must equal $1/R$:

$$\frac1R=s+\frac{a_1s^3}{3}+O(s^4)
\quad\Rightarrow\quad
s=\frac1R-\frac{a_1}{3R^3}+O(R^{-4}).$$

At lowest order $R=\sqrt{2/\varepsilon}$, so $s=\sqrt{\varepsilon/2}$. In the next order, $x\approx a_1$ inside $R$ gives

$$\frac1R=\sqrt{\frac\varepsilon2}\left(1-\frac{a_1\varepsilon}{4}+\dots\right),\qquad
\frac{a_1}{3R^3}=\frac{a_1\varepsilon^{3/2}}{6\sqrt2}+\dots$$

Inserting $y=1+\varepsilon(a_1-s)$ and adding $\frac14+\frac16=\frac5{12}$,

$$\frac{Fd}{W}=1+a_1\varepsilon-\frac{\varepsilon^{3/2}}{\sqrt2}+\frac{5a_1}{12\sqrt2}\,\varepsilon^{5/2}+O(\varepsilon^3).$$

The flat-wall approximation does not spoil the terms shown. Beyond the jump the potential falls with slope $F$, which changes the logarithmic derivative $\kappa$ by a relative amount of order $F/(H\kappa^3)\sim\varepsilon^{3/2}$. The wall term is itself of order $\varepsilon^{3/2}$, so the change enters at $\varepsilon^3$.

If $\kappa$ is kept at its onset value instead of being expanded, the result has a direct reading:

$$d\approx\frac WF+a_1l-\frac1\kappa .$$

The minimum must first reach the Fermi level. It must then sink further to pay for confinement. Penetration into the wall by about $1/\kappa$ widens the well and returns a little of that cost.

## Numbers for 4.5 eV and 2 V/nm

With $H=0.0381$ eV nm²,

$$l=\left(\frac{0.0381}{2}\right)^{1/3}\text{nm}=0.267\ \text{nm},\qquad
\varepsilon=\frac{2\times0.267}{4.5}=0.119 .$$

The hard-wall confinement energy is $a_1Fl=1.25$ eV, and the corresponding delay is $a_1l=0.624$ nm. The two-term estimate is $2.250+0.624=2.874$ nm. At onset $\kappa=16.3$ nm⁻¹, so $1/\kappa=0.061$ nm and

$$d\approx2.250+0.624-0.061=2.813\ \text{nm}.$$

Solving the Airy condition numerically gives 2.815 nm. As an independent test, the Schrödinger equation was diagonalised for the whole periodic cell, including a slab 1 nm thick with its band bottom 6 eV below the Fermi level. The level in the minimum crosses the Fermi level at 2.8149 nm with 640 mesh points and at 2.8151 nm with 1280. For the frozen potential, and before the exchange-correlation shift given below, the model deserves no more than "about 2.8 nm".

The bound of 2.25 nm lies 20% below this onset. In the full cell, the level is 1.115 eV above the Fermi level at $d=2.25$ nm, 0.425 eV above it at 2.60 nm, and 0.366 eV below it at 3.00 nm. It falls by slightly less than $F$ per unit distance, because the wall grows with $d$ and the gain from penetration shrinks.

## Weak and strong fields

The leading term of $d$ varies as $F^{-1}$, the confinement delay as $F^{-1/3}$, and the wall term tends to the constant $-\sqrt{H/2W}$. Towards weak fields the delay grows in nanometres but becomes small relative to $W/F$. With $W$ fixed, the Airy condition gives:

| Field (V/nm) | Bound (nm) | Onset (nm) |
|---|---|---|
| 1 | 4.50 | 5.23 |
| 2 | 2.25 | 2.82 |
| 4 | 1.13 | 1.56 |

Relative to the bound, the delay is 16%, 25% and 39%. The simple estimate $W/F$ is thus best in weak fields and errs on the safe side in all three cases.

The expansion fails when $\varepsilon$ is no longer small. The same parameter controls the barrier between metal and minimum. At onset an electron at the Fermi level sees a triangle of height $W$ and length $W/F$, and the semiclassical exponent for its transmission is

$$G=2\int_0^{W/F}\sqrt{\frac{W-Fz}{H}}\,dz=\frac{4W^{3/2}}{3\sqrt H\,F}=\frac{4}{3\,\varepsilon^{3/2}} .$$

Here $G=32.6$ and $e^{-G}\approx7\times10^{-15}$. This justifies dropping the growing Airy solution. When $\varepsilon$ approaches one, $G$ falls to about $4/3$. The barrier then no longer isolates the minimum well, and the growing solution cannot be dropped.

The small factor also separates the calculation from the physical slab. A ground-state calculation fills levels by energy, however slowly electrons would reach them. If its basis extends into the vacuum, as plane waves do, it can therefore occupy the minimum although at 2 V/nm a real slab would emit very little on atomic time scales. Image attraction would lower the barrier and raise $e^{-G}$, so this factor is not a prediction of emission current. With it, $G$ falls to about 26, and a free-electron estimate emits the screening charge in a few milliseconds at 2 V/nm and in under a nanosecond at 4 V/nm.

## The cell without dipole correction

For $t=1$ nm and an applied 2 V/nm, the uncorrected onset is 2.39 nm, both from the Airy condition and from the full cell. It comes 0.43 nm earlier than with the correction, whereas the bound moves by 0.50 nm. The difference follows from the stronger vacuum field. If $c(F)$ is the confinement energy, the onset condition $E_0(d+t/2)=W+c(F)$ gives

$$d=\frac{W}{E_0}-\frac t2+\frac{c(F)}{E_0}.$$

Since $F>E_0$, the last term is larger than in the corrected cell and offsets part of the loss.

## Smearing and other neglected effects

Calculations on metals often use a smeared occupation, which begins to fill the level before it reaches the Fermi level. Let the level lie $D$ above it. With two spins, the number of in-plane states per area up to wave number $k$ is $2\pi k^2/(2\pi)^2=k^2/2\pi$. The in-plane energy is $Hk^2$, so the density of states is the constant $g=1/(2\pi H)=4.18$ eV⁻¹ nm⁻². For Fermi–Dirac smearing,

$$n=g\int_0^\infty\frac{dE}{1+e^{(E+D)/k_BT}}=g\,k_BT\ln\!\left(1+e^{-D/k_BT}\right).$$

A natural measure is the screening charge on the metal face, $\varepsilon_0E_{\rm vac}/e=0.11$ electrons per nm², with $E_{\rm vac}=2$ V/nm. For $k_BT=0.1$ eV, the spilled charge reaches 1% of it at $D=0.593$ eV. The level falls by nearly $F$ per unit distance, so this happens about $0.593/2=0.30$ nm before the onset, at $d\approx2.5$ nm.

That is still beyond the bound, where the level is 1.115 eV high. The margin is not large. At this 1% criterion $D$ grows slightly faster than $k_BT$, so doubling the smearing would bring $D$ above $2\times0.593=1.19$ eV and put the threshold inside the bound. Other smearing functions need their own estimate.

A field reversal spread over 0.2 nm, with $F$ held fixed, moves the onset from 2.815 to 2.751 nm. The potential next to the minimum then rises less steeply than a wall, and the level lies lower. Image attraction, absent here, would be 0.13 eV at the onset distance. Divided by $F$, this gives 0.06 nm, a low estimate of how far the onset would shift towards the surface: the electron sits nearer the slab than the minimum does, and the metal face across the vacuum attracts it too.

Once charge has spilled, it changes the potential, and even a trace matters. The local exchange-correlation potential scales roughly as the cube root of the density, so it is attractive and sizeable at very low density, while the electrostatic repulsion grows only linearly. Adding LDA exchange-correlation and electrostatic terms self-consistently to this model, with dipole correction, lowers the level by about 0.24 eV at 1% of the screening charge. Without smearing, a state with about 0.003 spilled electrons per nm² then becomes favourable near 2.70 nm instead of 2.815 nm, and the charge appears abruptly. The 1% threshold for $k_BT=0.1$ eV moves from 2.52 to about 2.39 nm. At $d=2.25$ nm the level stays more than 0.8 eV above the Fermi level, so the bound remains safe. The formulas give the onset in the frozen potential only, which lies later than the onset in a self-consistent LDA calculation, and they do not give the amount that finally collects.

## Relation to hafnia capacitors

A work function of 4.5 eV is roughly that of titanium nitride, a common electrode on ferroelectric hafnia films. The vacuum field of 20 MV/cm is far above the fields applied across such films, but a vacuum field is weakened on entering a dielectric. With the spontaneous polarisation held fixed and no free charge at the surface, continuity of the normal displacement divides it by the relative permittivity. For a rough value of 30, the film field changes by $20/30=0.67$ MV/cm, near the rough scale of 1 MV/cm at which these films switch between electrodes. This does not mean the vacuum field would switch a film in the cell. It fixes the displacement at only 1.8 µC/cm², while a polarisation of 20 µC/cm² under the same boundary gives a depolarising field of about 7.5 MV/cm. A real capacitor has no vacuum gap and no sawtooth, so 2.25 nm is a limit on the simulation cell and not a property of the device. Real surfaces also differ in work function: a change of 0.1 eV moves the bound by $0.1/2=0.05$ nm. If the slab includes an insulating film, its interior is not flat, and the potential must be taken from the calculation itself.

For a metal slab with dipole correction and little smearing, keeping the minimum within $W/F=2.25$ nm of the downhill face avoids spilling. A centred slab then has at most 4.5 nm of vacuum in total. If more is needed, the jump can be placed nearer the downhill face, since the bound concerns only that distance. Collected charge shows up in the plane-averaged electron density as a separate peak in the vacuum, here about 0.3 nm from the minimum on the slab side. At the minimum itself the density stays low, because the steep wall begins there. The numerical output below lists the main values used here.

## Table of computed values

```
work function: 4.50 eV
applied field: 2.00 V/nm = 20.0 MV/cm
slab electrical thickness: 1.00 nm
model band bottom below Fermi level: 6.0 eV
hbar^2/(2m): 0.03810 eV nm^2
electrostatic bound W/F, per side: 2.250 nm
total vacuum at bound, centred slab: 4.500 nm
cell length at bound: 5.500 nm
vacuum field there, dipole corrected: 2.0000 V/nm
vacuum field there, uncorrected: 2.4444 V/nm
electrostatic bound, uncorrected: 1.750 nm
first Airy zero a1: 2.3381
Airy length l: 0.2671 nm
hard-wall confinement energy: 1.249 eV
hard-wall delay a1*l: 0.6244 nm
wall decay constant kappa: 16.31 1/nm
wall penetration 1/kappa: 0.0613 nm
onset, simple formula: 2.813 nm
onset, Airy matching: 2.815 nm
onset, full cell, 640 points: 2.8149 nm
onset, full cell, 1280 points: 2.8151 nm
mesh shift: 0.00019 nm
uncorrected onset, Airy matching: 2.388 nm
uncorrected onset, full cell: 2.388 nm
level at d = 2.25 nm, from Fermi level: +1.115 eV
level at d = 2.60 nm, from Fermi level: +0.425 eV
level at d = 3.00 nm, from Fermi level: -0.366 eV
field 1.0 V/nm: bound 4.500 nm, onset 5.226 nm
field 4.0 V/nm: bound 1.125 nm, onset 1.564 nm
field reversal width tried: 0.20 nm
onset with that width: 2.751 nm
Fermi-Dirac smearing kT: 0.10 eV
in-plane density of states: 4.177 1/(eV nm^2)
screening charge: 0.1105 electrons/nm^2
level height for 1% of that charge spilled: 0.593 eV
distance for 1% spilled, frozen potential: 2.519 nm
image attraction at onset distance: 0.128 eV
image energy divided by field: 0.064 nm
tunnelling exponent: 32.60
tunnelling factor exp(-exponent): 6.9e-15
rough hafnia relative permittivity: 30
linear-response field in film: 0.67 MV/cm
```
